**Smoothing factor of weighted Jacobi for the discrete Laplacian**

For the second-order stencil on a uniform grid in d dimensions, coarsened by two in every direction, the best Jacobi weight is ω = 2d/(2d+1) and the smoothing factor is μ = (2d−1)/(2d+1). Here μ is the largest factor, in modulus, by which one sweep multiplies an error wave whose phase advance per grid step is at least π/2 in some direction. The program builds periodic grid matrices from their stencils, restricts them to these high waves, diagonalises them and minimises the worst factor over ω numerically. It asserts that the optimum agrees with the formulas for d = 1, 2 and 3, and likewise for a fourth-order stencil. It also asserts the aliasing of waves in two dimensions, the factor at weights away from the optimum, and the bound for randomly chosen phases. The output gives factors of 0.3333, 0.6000 and 0.7143 for the second-order stencil. In a three-dimensional model Hartree problem, seven sweeps at weight 6/7 reduce the two extreme high waves from 1 eV to 0.0949 eV, while at weight 1 the checkerboard wave stays at 1 eV in modulus.

## Verification by program

```python
"""Smoothing factor of weighted Jacobi for the discrete Laplacian.

Result under test: for the second-order (2d+1)-point stencil on a uniform
grid in d dimensions, coarsened by two in every direction, the best weight is
    omega = 2d/(2d+1)   with smoothing factor   mu = (2d-1)/(2d+1).
Symbols: theta = phase advance of a wave per grid step (one per direction);
high waves have max|theta| >= pi/2; lambda = eigenvalue of D^-1 A, where A is
the discrete negative Laplacian and D its diagonal; a sweep multiplies a wave
by 1 - omega*lambda; mu = largest modulus of that factor over high waves.
"""
import itertools
import math
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

SECOND_ORDER = {0: 2.0, 1: -1.0}
FOURTH_ORDER = {0: 5.0 / 2.0, 1: -4.0 / 3.0, 2: 1.0 / 12.0}


def negative_laplacian(dim, points, weights):
    """Periodic matrix built from the one-dimensional stencil, h = 1."""
    one = np.eye(points)
    line = weights[0] * one
    for shift, weight in weights.items():
        if shift > 0:
            line = line + weight * (np.roll(one, shift, axis=0)
                                    + np.roll(one, -shift, axis=0))
    total = np.zeros((points**dim, points**dim))
    for axis in range(dim):
        term = np.eye(1)
        for other in range(dim):
            term = np.kron(term, line if other == axis else one)
        total += term
    return total


def grid_waves(dim, points):
    """Integer wave numbers, site coordinates and normalised plane waves."""
    numbers = np.array(list(itertools.product(
        range(-points // 2, points // 2), repeat=dim)))
    sites = np.array(list(itertools.product(range(points), repeat=dim)))
    waves = np.exp(2j * np.pi * (sites @ numbers.T) / points)
    return numbers, sites, waves / math.sqrt(points**dim)


def high_eigenvalues(dim, points, weights):
    """Eigenvalues of D^-1 A restricted to the high-frequency waves."""
    matrix = negative_laplacian(dim, points, weights)
    scaled = matrix / matrix[0, 0]
    numbers, _, waves = grid_waves(dim, points)
    high = waves[:, 4 * np.abs(numbers).max(axis=1) >= points]
    image = scaled @ high
    block = high.conj().T @ image
    # the high-frequency space must be mapped into itself
    assert np.abs(image - high @ block).max() < 1e-11
    return np.linalg.eigvalsh(block)


def worst_factor(omega, eigenvalues):
    return np.abs(1.0 - omega * eigenvalues).max()


def numerical_optimum(eigenvalues):
    found = minimize_scalar(worst_factor, bounds=(0.0, 2.0), method="bounded",
                            args=(eigenvalues,), options={"xatol": 1e-10})
    return found.x, found.fun


# Aliasing: every fine wave, seen on the even points only, coincides with
# exactly one wave whose phases lie in [-pi/2, pi/2).
numbers, sites, waves = grid_waves(2, 8)
even_sites = np.all(sites % 2 == 0, axis=1)
coarse_view = waves[even_sites]
representable = np.all((4 * numbers >= -8) & (4 * numbers < 8), axis=1)
distance = np.abs(coarse_view[:, :, None]
                  - coarse_view[:, representable][:, None, :]).max(axis=0)
partners = distance < 1e-12
assert np.all(partners.sum(axis=1) == 1)
assert np.all(partners.sum(axis=0) == 4)
print("Fine waves per coarse wave in 2D:", int(partners.sum(axis=0)[0]))

print("Second-order stencil, optimum found numerically (dimensionless)")
rng = np.random.default_rng(7)
for dim, points in ((1, 16), (2, 8), (3, 8)):
    eigenvalues = high_eigenvalues(dim, points, SECOND_ORDER)
    best_omega, best_mu = numerical_optimum(eigenvalues)
    omega_formula = 2 * dim / (2 * dim + 1)
    mu_formula = (2 * dim - 1) / (2 * dim + 1)
    assert abs(eigenvalues.min() - 1 / dim) < 1e-11
    assert abs(eigenvalues.max() - 2) < 1e-11
    # tolerance set by the accuracy of the numerical minimiser
    assert abs(best_omega - omega_formula) < 1e-6
    assert abs(best_mu - mu_formula) < 1e-6
    for omega in (0.3, 0.6, 0.8, 1.0, 1.2):
        formula = max(abs(1 - omega / dim), abs(1 - 2 * omega))
        assert abs(worst_factor(omega, eigenvalues) - formula) < 1e-11
    # arbitrary phases, not only those that fit a small periodic grid
    theta = rng.uniform(-np.pi, np.pi, size=(20000, dim))
    theta = theta[np.abs(theta).max(axis=1) >= np.pi / 2]
    neighbour_sum = (np.exp(1j * theta) + np.exp(-1j * theta)).sum(axis=1)
    factors = 1 - omega_formula * (1 - neighbour_sum / (2 * dim))
    assert np.abs(factors).max() <= mu_formula + 1e-12
    decade = math.log(10) / -math.log(best_mu)
    print(f"  d={dim}: lambda from {eigenvalues.min():.4f} to "
          f"{eigenvalues.max():.4f}, weight {best_omega:.4f}, "
          f"factor {best_mu:.4f}")
    print(f"       sweeps per factor of ten: {decade:.2f}; "
          f"factor at weight 1: {worst_factor(1.0, eigenvalues):.4f}")

print("Fourth-order stencil, optimum found numerically (dimensionless)")
for dim, points in ((1, 16), (2, 8), (3, 8)):
    eigenvalues = high_eigenvalues(dim, points, FOURTH_ORDER)
    best_omega, best_mu = numerical_optimum(eigenvalues)
    assert abs(eigenvalues.min() - 14 / (15 * dim)) < 1e-11
    assert abs(eigenvalues.max() - 32 / 15) < 1e-11
    assert abs(best_omega - 15 * dim / (16 * dim + 7)) < 1e-6
    assert abs(best_mu - (16 * dim - 7) / (16 * dim + 7)) < 1e-6
    print(f"  d={dim}: weight {best_omega:.4f}, factor {best_mu:.4f}")

# Worked example: Hartree potential energy of one electron in a Gaussian
# cloud with a uniform neutralising background, in a periodic cube.
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
hartree = constants.physical_constants["Hartree energy in eV"][0]
side_points = 16
spacing_angstrom = 0.20
width_angstrom = 0.50
start_amplitude = 1.0
target_amplitude = 0.1
spacing = spacing_angstrom / bohr
j = np.indices((side_points,) * 3)
offset = (j - side_points // 2) * spacing_angstrom
density = np.exp(-(offset**2).sum(axis=0) / (2 * width_angstrom**2))
density /= density.sum() * spacing**3
source = 4 * np.pi * (density - density.mean())


def apply_operator(field):
    """Discrete negative Laplacian in atomic units."""
    result = 6 * field
    for axis in range(3):
        result = result - np.roll(field, 1, axis) - np.roll(field, -1, axis)
    return result / spacing**2


impulse = np.zeros((side_points,) * 3)
impulse[0, 0, 0] = 1.0
response = np.fft.fftn(apply_operator(impulse)).real
response[0, 0, 0] = 1.0          # the source has no constant component
exact = np.fft.ifftn(np.fft.fftn(source) / response).real
assert np.abs(apply_operator(exact) - source).max() < 1e-9

phases = {"(pi/2,0,0)": (np.pi / 2, 0, 0),
          "(pi,pi,pi)": (np.pi, np.pi, np.pi),
          "(pi/8,0,0)": (np.pi / 8, 0, 0)}
shapes = {name: np.cos(sum(t * x for t, x in zip(theta, j)))
          for name, theta in phases.items()}
high_names = ("(pi/2,0,0)", "(pi,pi,pi)")
initial = exact + start_amplitude / hartree * sum(shapes.values())


def sweep(field, omega):
    residual = source - apply_operator(field)
    return field + omega * spacing**2 / 6 * residual


def amplitudes(field):
    """Signed error amplitude of each wave, in eV."""
    error = (field - exact) * hartree
    return {name: (error * shape).sum() / (shape**2).sum()
            for name, shape in shapes.items()}


best_weight = 6 / 7
field = initial.copy()
sweeps = 0
while max(abs(amplitudes(field)[n]) for n in high_names) > target_amplitude:
    field = sweep(field, best_weight)
    sweeps += 1
    assert sweeps < 100
    if sweeps == 1:
        first = amplitudes(field)
needed = math.log(start_amplitude / target_amplitude) / math.log(7 / 5)
assert sweeps == math.ceil(needed)

print("Worked example: model Hartree problem in three dimensions")
print(f"  points per side: {side_points}")
print(f"  grid spacing: {spacing_angstrom:.2f} angstrom")
print(f"  cell side: {side_points * spacing_angstrom:.2f} angstrom")
print(f"  Gaussian width: {width_angstrom:.2f} angstrom")
print(f"  exact discrete potential energy: {exact.min() * hartree:.3f} to "
      f"{exact.max() * hartree:.3f} eV")
print(f"  starting amplitude of each error wave: {start_amplitude:.1f} eV")
print(f"  target for the high waves: {target_amplitude:.1f} eV")
print("  After 1 sweep at weight 6/7:")
for name, value in first.items():
    print(f"    wave {name}: {value:+.4f} eV")
print(f"  sweeps needed at weight 6/7: {sweeps}")

worst_left = {}
for label, omega in (("6/7", 6 / 7), ("1", 1.0), ("2/3", 2 / 3)):
    field = initial.copy()
    for _ in range(sweeps):
        field = sweep(field, omega)
    left = amplitudes(field)
    for name, theta in phases.items():
        eigenvalue = 2 / 3 * sum(math.sin(t / 2)**2 for t in theta)
        predicted = start_amplitude * (1 - omega * eigenvalue)**sweeps
        assert abs(left[name] - predicted) < 1e-9
    worst_left[label] = max(abs(left[n]) for n in high_names)
    print(f"  After {sweeps} sweeps at weight {label}:")
    for name, value in left.items():
        print(f"    wave {name}: {value:+.4f} eV")
assert worst_left["6/7"] < worst_left["2/3"] < worst_left["1"]
print(f"  largest high-wave amplitude left at 6/7: "
      f"{worst_left['6/7']:.4f} eV = {worst_left['6/7'] / hartree:.6f} hartree")

print("done: every assertion held")
```

Running it gives:

```
Fine waves per coarse wave in 2D: 4
Second-order stencil, optimum found numerically (dimensionless)
  d=1: lambda from 1.0000 to 2.0000, weight 0.6667, factor 0.3333
       sweeps per factor of ten: 2.10; factor at weight 1: 1.0000
  d=2: lambda from 0.5000 to 2.0000, weight 0.8000, factor 0.6000
       sweeps per factor of ten: 4.51; factor at weight 1: 1.0000
  d=3: lambda from 0.3333 to 2.0000, weight 0.8571, factor 0.7143
       sweeps per factor of ten: 6.84; factor at weight 1: 1.0000
Fourth-order stencil, optimum found numerically (dimensionless)
  d=1: weight 0.6522, factor 0.3913
  d=2: weight 0.7692, factor 0.6410
  d=3: weight 0.8182, factor 0.7455
Worked example: model Hartree problem in three dimensions
  points per side: 16
  grid spacing: 0.20 angstrom
  cell side: 3.20 angstrom
  Gaussian width: 0.50 angstrom
  exact discrete potential energy: -2.961 to 11.151 eV
  starting amplitude of each error wave: 1.0 eV
  target for the high waves: 0.1 eV
  After 1 sweep at weight 6/7:
    wave (pi/2,0,0): +0.7143 eV
    wave (pi,pi,pi): -0.7143 eV
    wave (pi/8,0,0): +0.9783 eV
  sweeps needed at weight 6/7: 7
  After 7 sweeps at weight 6/7:
    wave (pi/2,0,0): +0.0949 eV
    wave (pi,pi,pi): -0.0949 eV
    wave (pi/8,0,0): +0.8573 eV
  After 7 sweeps at weight 1:
    wave (pi/2,0,0): +0.0585 eV
    wave (pi,pi,pi): -1.0000 eV
    wave (pi/8,0,0): +0.8353 eV
  After 7 sweeps at weight 2/3:
    wave (pi/2,0,0): +0.1722 eV
    wave (pi,pi,pi): -0.0005 eV
    wave (pi/8,0,0): +0.8874 eV
  largest high-wave amplitude left at 6/7: 0.0949 eV = 0.003486 hartree
done: every assertion held
```
